# Contractions of \(\gamma^\mu\ldots\gamma_\mu\) in \(d\) dimensions

## Question

In four dimensions I know \(\gamma^\mu\gamma^\nu\gamma_\mu=-2\gamma^\nu\), \(\gamma^\mu\gamma^\nu\gamma^\rho\gamma_\mu=4g^{\nu\rho}\) and \(\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma\gamma_\mu=-2\gamma^\sigma\gamma^\rho\gamma^\nu\). My exercise asks for the versions in \(d\) dimensions and a check with explicit matrices in \(d=2,4,6\). For three matrices I end up with many terms in different orders and cannot collect them. I also do not know how to build gamma matrices in six dimensions. And why is this needed at all, if \(d\to4\) at the end of a loop calculation?

## Answer

### Inputs

Take the metric \(g=\mathrm{diag}(+,-,\ldots,-)\), lower the index with \(\gamma_\mu=g_{\mu\nu}\gamma^\nu\), and define \(C(X)=\gamma^\mu X\gamma_\mu\), summed over \(\mu\), for any matrix \(X\). The derivation uses two inputs,
\[
\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}\mathbb 1,\qquad g_{\mu\nu}g^{\mu\nu}=d .
\]
The unit matrix multiplying \(g\) is left unwritten below. Since \(g_{\mu\nu}\) is symmetric, only the symmetric part of \(\gamma^\mu\gamma^\nu\) survives contraction with it:
\[
C(\mathbb 1)=g_{\mu\nu}\gamma^\mu\gamma^\nu=\tfrac12 g_{\mu\nu}\left(\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu\right)=g_{\mu\nu}g^{\mu\nu}=d .
\]
This is the only place where \(d\) enters.

### One recursion, used three times

Moving \(\gamma^\mu\) all the way through at once produces the many terms you found. Move it past the first matrix only. From \(\gamma^\mu\gamma^a=2g^{\mu a}-\gamma^a\gamma^\mu\) and \(g^{\mu a}\gamma_\mu=\gamma^a\),
\[
C(\gamma^aX)=2g^{\mu a}X\gamma_\mu-\gamma^a\gamma^\mu X\gamma_\mu=2X\gamma^a-\gamma^a\,C(X).
\]
In the first term \(\gamma^a\) stands to the right of \(X\), in the place that \(\gamma_\mu\) occupied. This is the origin of the reversed order.

For one matrix put \(a=\nu\) and \(X=\mathbb 1\):
\[
\gamma^\mu\gamma^\nu\gamma_\mu=2\gamma^\nu-d\,\gamma^\nu=-(d-2)\gamma^\nu .
\]
For two matrices put \(X=\gamma^\rho\) and use the line above for \(C(\gamma^\rho)\):
\[
C(\gamma^\nu\gamma^\rho)=2\gamma^\rho\gamma^\nu+(d-2)\gamma^\nu\gamma^\rho .
\]
Insert \(\gamma^\rho\gamma^\nu=2g^{\nu\rho}-\gamma^\nu\gamma^\rho\). The coefficient of \(\gamma^\nu\gamma^\rho\) becomes \(-2+(d-2)=d-4\):
\[
\gamma^\mu\gamma^\nu\gamma^\rho\gamma_\mu=4g^{\nu\rho}-(4-d)\gamma^\nu\gamma^\rho .
\]
For three matrices put \(X=\gamma^\rho\gamma^\sigma\):
\[
C(\gamma^\nu\gamma^\rho\gamma^\sigma)=2\gamma^\rho\gamma^\sigma\gamma^\nu-\gamma^\nu\left[4g^{\rho\sigma}-(4-d)\gamma^\rho\gamma^\sigma\right].
\]
In the first term insert \(\gamma^\rho\gamma^\sigma=2g^{\rho\sigma}-\gamma^\sigma\gamma^\rho\), which gives \(4g^{\rho\sigma}\gamma^\nu-2\gamma^\sigma\gamma^\rho\gamma^\nu\). The piece \(4g^{\rho\sigma}\gamma^\nu\) cancels the first term of the bracket, and
\[
\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma\gamma_\mu=-2\gamma^\sigma\gamma^\rho\gamma^\nu+(4-d)\gamma^\nu\gamma^\rho\gamma^\sigma .
\]
At \(d=4\) your three identities return. No trace, matrix size or choice of representation was used, and any invertible symmetric \(g\) serves. If a convention has \(-2g^{\mu\nu}\) in the anticommutator, the derivation applies to \(h=-g\); lowering the index with \(g\) in place of \(h\) flips the sign of \(C\), so every term changes sign except \(4g^{\nu\rho}\), which flips twice.

Finite matrices exist only for integer \(d\). For \(d=4-\epsilon\) the two inputs are adopted as rules of calculation and the identities are their consequences. Matrices test the algebra at integer \(d\); they do not prove the continuation.

### A second road: counting signs

With a diagonal metric, different gammas anticommute, and a single unsummed term obeys \(g_{\mu\mu}(\gamma^\mu)^2=g_{\mu\mu}g^{\mu\mu}=1\). Let \(\Gamma_{(k)}\) be a product of \(k\) distinct gammas. In one term \(\gamma^\mu\Gamma_{(k)}\gamma_\mu\), carry \(\gamma^\mu\) to the right until it meets \(\gamma_\mu\). If \(\mu\) is not in the product, it passes \(k\) anticommuting matrices and the term equals \((-1)^k\Gamma_{(k)}\). If \(\mu\) is in the product, it commutes with itself and passes \(k-1\) others, giving \((-1)^{k-1}\Gamma_{(k)}\). There are \(d-k\) values of the first kind and \(k\) of the second:
\[
C(\Gamma_{(k)})=(-1)^k\left[(d-k)-k\right]\Gamma_{(k)}=(-1)^k(d-2k)\,\Gamma_{(k)} .
\]
For \(k=1\) this is \(-(d-2)\). For \(k=2\) it is \(d-4\), matching the two-matrix identity with \(g^{\nu\rho}=0\). For \(k=3\) it is \(6-d\); reversing three distinct gammas takes three exchanges, so the three-matrix identity gives \(-2(-1)+(4-d)=6-d\) as well.

This count marks one place where the rules stop being enough. In four dimensions \(\gamma_5\) is proportional to \(\gamma^0\gamma^1\gamma^2\gamma^3\) and anticommutes with every \(\gamma^\mu\). Kept as that product, it has \(C=(d-8)\gamma_5\). Required to anticommute with all \(\gamma^\mu\), it has \(C=-\gamma_5\gamma^\mu\gamma_\mu=-d\,\gamma_5\). The two agree only at \(d=4\), so \(\gamma_5\) needs a definition of its own. The identities above do not contain it.

### What each dimension can test

Split the triple product into parts even and odd under reversal. Carry \(\gamma^\nu\) to the right in two steps and then exchange the remaining pair:
\[
\gamma^\nu\gamma^\rho\gamma^\sigma=2g^{\nu\rho}\gamma^\sigma-\gamma^\rho\gamma^\nu\gamma^\sigma
=2g^{\nu\rho}\gamma^\sigma-2g^{\nu\sigma}\gamma^\rho+\gamma^\rho\gamma^\sigma\gamma^\nu ,
\]
\[
\gamma^\rho\gamma^\sigma\gamma^\nu=2g^{\rho\sigma}\gamma^\nu-\gamma^\sigma\gamma^\rho\gamma^\nu .
\]
Contract with \(a_\nu b_\rho c_\sigma\), write \(\not{a}=a_\mu\gamma^\mu\), and call \(F=\not{a}\not{b}\not{c}\), \(R=\not{c}\not{b}\not{a}\). Then
\[
\tfrac12(F+R)=\not{V},\qquad V=(a\cdot b)\,c-(a\cdot c)\,b+(b\cdot c)\,a .
\]
Define \(T=\tfrac12(F-R)\), so \(F=\not{V}+T\) and \(R=\not{V}-T\). The combination \(\tfrac12(\gamma^\nu\gamma^\rho\gamma^\sigma-\gamma^\sigma\gamma^\rho\gamma^\nu)\) vanishes when \(\nu=\sigma\), since the two products are then identical, and when \(\nu=\rho\) or \(\rho=\sigma\), since the equal neighbours square to a number in both products. So \(T\) is a sum of products of three distinct gammas. The identity becomes
\[
C(F)=-2(\not{V}-T)+(4-d)(\not{V}+T)=(2-d)\not{V}+(6-d)\,T .
\]
In \(d=2\) there are no three distinct indices, so \(T=0\), forward and reversed products coincide, and only the sum \(-2+(4-d)=0\) of the two coefficients can be seen. In \(d=4\) a check shows that the extra terms vanish, which would also hold for a wrong multiple of \(4-d\). Of your three dimensions, only \(d=6\) has independent forward and reversed products together with a nonzero coefficient on every term of the three identities as first written. It has a blind spot of its own: both three-matrix coefficients equal \(-2\) there, so the coefficient \(6-d\) of \(T\) vanishes and an interchange of the forward and reversed products would go unnoticed. The case \(d=4\), with coefficients \(-2\) and \(0\), tells them apart.

### Explicit matrices

For \(d=2n\) take tensor products of \(n\) two-by-two factors. For \(j=0,\ldots,n-1\),
\[
E_{2j}=\underbrace{\sigma_3\otimes\cdots\otimes\sigma_3}_{j}\otimes\,\sigma_1\otimes\mathbb 1\otimes\cdots\otimes\mathbb 1,
\]
and \(E_{2j+1}\) is the same with \(\sigma_2\) in place of \(\sigma_1\). Tensor products multiply slot by slot. Each \(E\) squares to \(\mathbb 1\) because each factor does. The pair \(E_{2j},E_{2j+1}\) differs in one slot, where \(\sigma_1\) and \(\sigma_2\) anticommute. For matrices with \(j<j'\), slot number \(j\) (counting from zero) holds \(\sigma_1\) or \(\sigma_2\) against \(\sigma_3\), which anticommute; earlier slots hold \(\sigma_3\) in both, and later slots hold \(\mathbb 1\) in the first matrix, so these commute. One anticommuting slot gives one minus sign. Setting \(\gamma^0=E_0\) and \(\gamma^i=iE_i\) gives \((\gamma^0)^2=1\), \((\gamma^i)^2=-1\). The size is \(N=2^n\): 2, 4 and 8.

The case \(d=2\) goes by hand. Here \(\gamma^0=\sigma_1\), \(\gamma^1=i\sigma_2\), \(\gamma_1=-\gamma^1\), so
\[
C(X)=\sigma_1X\sigma_1-i^2\sigma_2X\sigma_2=\sigma_1X\sigma_1+\sigma_2X\sigma_2 .
\]
This gives \(C(\mathbb 1)=2\), \(C(\sigma_1)=\sigma_1-\sigma_1=0\), \(C(\sigma_2)=-\sigma_2+\sigma_2=0\) and \(C(\sigma_3)=-2\sigma_3\). The one-matrix identity predicts 0. Since \(\gamma^0\gamma^1=i\sigma_1\sigma_2=-\sigma_3\), we have \(C(\gamma^0\gamma^1)=-2\gamma^0\gamma^1\), and the identity predicts \(0-2\gamma^0\gamma^1\). For \(\gamma^1\gamma^1=-\mathbb 1\) the sum gives \(-2\) and the identity \(4(-1)-2(-1)=-2\). Every triple product reduces to a single gamma, so its contraction is 0.

The numerical check computes \(C\) as an explicit matrix sum for every index combination. The largest difference from the identities is exactly zero in \(d=2,4,6\). It also finds the coefficients by least squares, without assuming their values:

| \(d\) | \(\gamma^\nu\) | \(g^{\nu\rho}\), \(\gamma^\nu\gamma^\rho\) | reversed, forward |
|---|---|---|---|
| 2 | 0 | 4, −2 | rank 1, sum 0 |
| 4 | −2 | 4, 0 | −2, 0 |
| 6 | −4 | 4, 2 | −2, −2 |

The rank 1 in the first row is the coincidence \(F=R\). For \(\gamma^0\gamma^1\gamma^2\) the single terms have signs \(+,+,+,-\) with sum 2 in \(d=4\), and \(+,+,+,-,-,-\) with sum 0 in \(d=6\), as \(6-d\) requires. The factors for \(k=0,\ldots,6\) in \(d=6\) are \(6,-4,2,0,-2,4,-6\); the \(-2\) at \(k=4\) against \(-6\) at \(k=6\) shows the two candidates for \(\gamma_5\) apart. The four-dimensional identities miss by 2 in the largest matrix entry in both \(d=2\) and \(d=6\). Each omitted term is \(\pm(4-d)\) times a product of gammas, and the nonzero entries of such a product have modulus 1, as they do for Pauli matrices, so the miss is \(|4-d|=2\). The same identities and the recursion with a random \(X\) are also tested in \(d=3,5,8\), in the Dirac representation and in a non-orthonormal six-dimensional basis.

For a check with vectors take upper components \(a=(3,1,2,0,1,1)\), \(b=(2,1,0,1,1,-1)\), \(c=(1,0,1,2,-1,1)\), keeping the first \(d\). In \(d=6\),
\[
a\cdot b=6-(1+0+0+1-1)=5,\quad a\cdot c=3-(0+2+0-1+1)=1,\quad b\cdot c=2-(0+0+2-1-1)=2,
\]
and \(V^0=5\cdot1-1\cdot2+2\cdot3=9\). Traces pick out the parts. Cyclicity of the trace and the anticommutator give \(\mathrm{tr}\,\gamma^\mu\gamma^\nu=Ng^{\mu\nu}\). Also \(\mathrm{tr}\,\gamma^0T=0\): \(\gamma^0\) times three distinct gammas is, up to sign, a product of two or four distinct ones, and moving its first factor to the end costs an odd number of exchanges while leaving the trace unchanged. Hence \(\mathrm{tr}[\gamma^0C(F)]/N=(2-d)V^0=-4\cdot 9=-36\), the printed value. In \(d=4\), with \(a\cdot c=1\) and \(b\cdot c=0\), \(V^0=5-2+0=3\) and the trace is \(-2\cdot3=-6\). In \(d=2\), with \(a\cdot c=3\) and \(b\cdot c=2\), \(V^0=5-6+6=5\), and the trace is 0. The part \(T\) has norm \((\mathrm{tr}\,T^\dagger T/N)^{1/2}=10.77\) in \(d=4\) and 22.54 in \(d=6\), and is multiplied by 2 and by 0. For two matrices \(\mathrm{tr}\,C(\not{a}\not{b})/N=4\,a\cdot b-(4-d)\,a\cdot b=d\,a\cdot b\), which gives 10, 20 and 30; \(a\cdot b=5\) in all three cases because the further components contribute \(0+0\) and \(1-1\).

### Why terms of order \(4-d\) survive

A term of order \(\epsilon=4-d\) multiplies a loop integral with a pole \(1/\epsilon\) and leaves a constant. The one-loop electron mass shift shows this. Units are \(\hbar=c=1\) with \(\alpha=e^2/4\pi\). The Feynman rules in Feynman gauge are taken as given: vertex \(-ie\mu^{\epsilon/2}\gamma^\mu\), electron line \(i(\not{k}+m)/(k^2-m^2+i0)\), photon line \(-ig_{\mu\nu}/(q^2+i0)\). The scale \(\mu\) keeps \(e\) dimensionless: \(\psi\) and \(A\) have mass dimensions \((d-1)/2\) and \((d-2)/2\), leaving \(d-(d-1)-(d-2)/2=\epsilon/2\) for the coupling.

Call the amputated diagram \(-i\Sigma\). With \(S=i/(\not{p}-m)\), repeated insertion sums as a geometric series, \(S+S(-i\Sigma)S+\ldots=(S^{-1}+i\Sigma)^{-1}=i/(\not{p}-m-\Sigma)\). To first order in \(\alpha\) the pole moves by \(\delta m\), the value of \(\Sigma\) on a spinor with \(\not{p}u=mu\). The constant factors give \((-ie)^2\cdot i\cdot(-i)=-e^2\):
\[
-i\Sigma=-e^2\mu^\epsilon\int\frac{d^dk}{(2\pi)^d}\,\frac{\gamma^\mu(\not{k}+m)\gamma_\mu}{(k^2-m^2)\,(k-p)^2},\qquad \gamma^\mu(\not{k}+m)\gamma_\mu=-(d-2)\not{k}+d\,m .
\]

Combine the denominators with \(1/AB=\int_0^1dx\,[xA+(1-x)B]^{-2}\); the antiderivative \(-1/\{(A-B)[xA+(1-x)B]\}\) taken between 0 and 1 gives \((1/B-1/A)/(A-B)=1/AB\). With \(A=(k-p)^2\) and \(B=k^2-m^2\),
\[
xA+(1-x)B=k^2-2x\,k\cdot p+xp^2-(1-x)m^2=l^2-\Delta,
\]
where \(l=k-xp\) and \(\Delta=(1-x)m^2-x(1-x)p^2\). The integrand falls as \(k^{-3}\), so shifting the origin changes the integral by a surface term of order \(R^{d-1}R^{-3}\) at radius \(R\), which vanishes for \(d<4\) when angles are integrated first. The part of \(\not{k}=\not{l}+x\not{p}\) odd in \(l\) integrates to zero, and the numerator becomes \(dm-(d-2)x\not{p}\).

For \(p^2\le m^2\) and \(x<1\), \(\Delta=(1-x)(m^2-xp^2)>0\). The poles in \(l^0\) lie at \(\pm(\sqrt{\mathbf l^2+\Delta}-i0)\), in the fourth and second quadrants, so the contour turns anticlockwise onto the imaginary axis without crossing them. With \(l^0=il_E^0\), \(d^dl=i\,d^dl_E\) and \(l^2=-l_E^2\), the integral is \(iI_d\), where \(I_d=\int d^dl_E\,(2\pi)^{-d}(l_E^2+\Delta)^{-2}\). The solid angle follows from a Gaussian done two ways, \(\pi^{d/2}=\Omega_d\int_0^\infty r^{d-1}e^{-r^2}dr=\tfrac12\Omega_d\Gamma(d/2)\), and this \(\Omega_d\) defines the measure at non-integer \(d\). Substituting \(l_E^2=\Delta s\),
\[
\int_0^\infty\frac{l_E^{d-1}dl_E}{(l_E^2+\Delta)^2}=\tfrac12\Delta^{d/2-2}\int_0^\infty\frac{s^{d/2-1}ds}{(1+s)^2}.
\]
Write \((1+s)^{-2}=\int_0^\infty t\,e^{-t(1+s)}dt\). The \(s\) integral gives \(\Gamma(d/2)t^{-d/2}\), and the \(t\) integral then gives \(\Gamma(2-d/2)\), for \(0<d<4\). Since \(\pi^{d/2}/(2\pi)^d=(4\pi)^{-d/2}\),
\[
I_d=\frac{\Gamma(2-d/2)}{(4\pi)^{d/2}}\,\Delta^{d/2-2}.
\]
The program tests \(I_d\) by quadrature at \(d=1,2\) and its radial part at \(d=3.5\). It tests the parameter step and the shift on the Euclidean integral in \(d=3\), where \(p^2\to-p_E^2\), with \(m=1\), \(p_E=1.5\): direct and parameter forms both give 0.0521388 for the numerator 1 and 0.0321669 for the numerator \(k\cdot p/p^2\), which corresponds to the weight \(x\).

Now \(-i\Sigma=-ie^2\mu^\epsilon\int dx\,[dm-(d-2)x\not{p}]\,I_d\), so \(\Sigma\) carries \(+e^2\). On shell \(\Delta=(1-x)^2m^2\) and \(\Delta^{-\epsilon/2}=m^{-\epsilon}(1-x)^{-\epsilon}\). With \(e^2/(4\pi)^2=\alpha/4\pi\),
\[
\delta m=\frac{\alpha m}{4\pi}\,\Gamma\!\left(\frac\epsilon2\right)\left(\frac{4\pi\mu^2}{m^2}\right)^{\epsilon/2}J,\qquad J=\int_0^1[d-(d-2)x]\,(1-x)^{d-4}dx .
\]
Put \(u=1-x\), so the bracket is \(2+(d-2)u\):
\[
J=\frac{2}{d-3}+\frac{d-2}{d-2}=\frac{d-1}{d-3}.
\]
The first integral converges at \(u=0\) only for \(d>3\). At \(d=3.5\) the formula gives \(2.5/0.5=5\), and quadrature gives 5.000000.

Expand in \(\epsilon\). First, \(J=(3-\epsilon)(1+\epsilon+\ldots)=3+2\epsilon+O(\epsilon^2)\). Second, \(\Gamma(z)=\Gamma(1+z)/z\) with \(\Gamma'(1)=-\gamma_E\) gives \(\Gamma(\epsilon/2)=2/\epsilon-\gamma_E+O(\epsilon)\). Third, \(y^{\epsilon/2}=1+\tfrac\epsilon2\ln y+\ldots\) The product \(2\epsilon\cdot2/\epsilon\) supplies the constant:
\[
\delta m=\frac{\alpha m}{4\pi}\left[3\left(\frac2\epsilon-\gamma_E+\ln4\pi\right)+3\ln\frac{\mu^2}{m^2}+4+O(\epsilon)\right].
\]
With the four-dimensional numerator \(4-2x=2+2u\) and the same loop integral, \(J\) is replaced by \(2/(1-\epsilon)+2/(2-\epsilon)=3+\tfrac52\epsilon+\ldots\), and the constant is 5. The difference of the numerators is \([4-\epsilon-(2-\epsilon)x]-[4-2x]=-\epsilon(1-x)\), and against the pole it yields
\[
\frac2\epsilon\int_0^1[-\epsilon(1-x)]\,dx=-1 .
\]
Numerically, at \(\mu=m\) and after subtracting the first bracketed term, the constant is 4.1213 at \(\epsilon=10^{-2}\), 4.0012 at \(10^{-4}\) and 4.000000 at \(10^{-8}\); the excess over 4 shrinks about a hundredfold between the first two, as an \(O(\epsilon)\) remainder should. The four-dimensional numerator gives 5.1362, 5.0013 and 5.000000.

The \(\overline{\mathrm{MS}}\) mass \(\bar m(\mu)\) is defined as the mass in the Lagrangian plus the term \(3(2/\epsilon-\gamma_E+\ln4\pi)\,\alpha m/4\pi\), while the pole mass is the Lagrangian mass plus all of \(\delta m\). At \(\mu=m\) and first order in \(\alpha\), their difference is \(4\cdot\alpha m/4\pi=\alpha m/\pi\). With \(m=510.999\) keV and \(1/\alpha=137.036\),
\[
\frac{\alpha m}{4\pi}=\frac{510.999\ \text{keV}}{4\pi\cdot137.036}=0.2967\ \text{keV},\qquad m_{\rm pole}-\bar m(m)=4\cdot0.2967\ \text{keV}\approx1.19\ \text{keV},
\]
which is \(2.3\times10^{-3}\) of the electron mass. Terms of order \(\alpha^2\) were not computed, so further digits carry no meaning for the real electron. The four-dimensional numerator gives \(5\cdot0.2967\ \text{keV}\approx1.48\) keV.

This number relates two definitions of mass and is not an observable by itself. Off shell the two numerators differ by \(\epsilon(x\not{p}-m)\), and against the pole \(\Sigma\) changes by \((\alpha/4\pi)(\not{p}-2m)=(\alpha/4\pi)\left[(\not{p}-m)-m\right]\), with coefficients independent of \(p^2\). The piece \(\not{p}-m\) rescales the normalisation of the field and does not move the pole at this order. The piece \(-m\) is the difference between 4 and 5, and in this one diagram it amounts to a different definition of the subtracted mass. It is nevertheless not \(\overline{\mathrm{MS}}\) as defined with \(d\)-dimensional algebra, and a value of \(\bar m\) obtained with one rule and used in a formula derived with the other is off by \(\alpha m/4\pi\), about 0.30 keV, at this order. Whether a four-dimensional numerator rule can be applied consistently to all diagrams is a separate question that this diagram does not settle. At one loop, setting \(d=4\) in the numerator is safe when the integral multiplying the \(\epsilon\) term has no pole, ultraviolet or infrared; otherwise the limit is taken after the multiplication.

## Computed results

```
all matrix quantities dimensionless; vectors (upper components, first d used):
a = [3. 1. 2. 0. 1. 1.]  b = [ 2.  1.  0.  1.  1. -1.]  c = [ 1.  0.  1.  2. -1.  1.]
d=2: size 2x2, largest residual 0.0e+00
  fit one gamma 0.0; two gammas (eta, fwd) 4.0, -2.0
  fit three gammas rank 1, sum of coefficients 0.0
  eigenvalue of C on k distinct gammas, k=0..d: [2, 0, -2]
  residuals of the d=4 identities (1,2,3 gammas): [2.0, 2.0, 2.0]
  a.b=5.0 a.c=3.0 b.c=2.0; tr C(ab)/N=10.0; V=[ 5. -1.]
  tr g0 C(abc)/N=0.0; norm T=0.0; factor on T=undefined
d=4: size 4x4, largest residual 0.0e+00
  fit one gamma -2.0; two gammas (eta, fwd) 4.0, 0.0
  fit three gammas (rev, fwd) -2.0, 0.0, rank 2
  eigenvalue of C on k distinct gammas, k=0..d: [4, -2, 0, 2, -4]
  residuals of the d=4 identities (1,2,3 gammas): [0.0, 0.0, 0.0]
  signs of single terms for g0 g1 g2: [1, 1, 1, -1] sum 2
  a.b=5.0 a.c=1.0 b.c=0.0; tr C(ab)/N=20.0; V=[ 3. -1.  5.  9.]
  tr g0 C(abc)/N=-6.0; norm T=10.7703; factor on T=2.0
d=6: size 8x8, largest residual 0.0e+00
  fit one gamma -4.0; two gammas (eta, fwd) 4.0, 2.0
  fit three gammas (rev, fwd) -2.0, -2.0, rank 2
  eigenvalue of C on k distinct gammas, k=0..d: [6, -4, 2, 0, -2, 4, -6]
  residuals of the d=4 identities (1,2,3 gammas): [2.0, 2.0, 2.0]
  signs of single terms for g0 g1 g2: [1, 1, 1, -1, -1, -1] sum 0
  a.b=5.0 a.c=1.0 b.c=2.0; tr C(ab)/N=30.0; V=[ 9.  1.  9.  9. -4.  8.]
  tr g0 C(abc)/N=-36.0; norm T=22.5389; factor on T=0.0
Euclidean d=3 bubble m=1.0 p=1.5 weight x^0: direct 0.0521388, parameter 0.0521388 (1/mass)
Euclidean d=3 bubble m=1.0 p=1.5 weight x^1: direct 0.0321669, parameter 0.0321669 (1/mass)
J at d=3.5 by quadrature: 5.000000
eps=1e-02: constant, d-dim numerator 4.121304; 4-dim numerator 5.136216
eps=1e-04: constant, d-dim numerator 4.001201; 4-dim numerator 5.001348
eps=1e-08: constant, d-dim numerator 4.000000; 4-dim numerator 5.000000
eps term times pole: -1.000000
1/alpha = 137.035999; electron mass = 510.9990 keV; alpha m/(4 pi) = 0.29674 keV
pole minus MS-bar mass at mu=m: 1.1870 keV (relative 2.3228e-03)
same with 4-dim numerator: 1.4837 keV
```
